# Why a perfect ballistic wire still has a two-terminal resistance: a program that tests the result

```python
"""
Result under test: a wire with M spin-degenerate modes and mean transmission T has
    R_2t = h/(2 e^2 M T) = h/(2 e^2 M) + h/(2 e^2 M) * (1-T)/T.
The first term (contacts) survives in a perfect wire; the second (scatterer) vanishes.
Symbols: M number of open modes, T mean transmission per mode, mu electrochemical
potential (left reservoir 1, right reservoir 0), resistances in units of h/(2 e^2)
unless ohms are stated. Lattice energies are in units of the hopping t.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.special import expit

R_UNIT = const.h / (2 * const.e**2)
print(f"h/(2e^2) = {R_UNIT:.2f} ohm")
print(f"2e^2/h = {1e6 / R_UNIT:.4f} microsiemens")

# --- Current of one mode: integrate velocity times occupation over k (hbar = 1) ---
k_grid = np.linspace(0, np.pi, 40001)
dispersions = {
    "parabolic": (k_grid**2, 2 * k_grid),
    "cosine": (2 - 2 * np.cos(k_grid), 2 * np.sin(k_grid)),
    "hyperbolic": (np.sqrt(k_grid**2 + 0.04), k_grid / np.sqrt(k_grid**2 + 0.04)),
}
bias, thermal = 0.05, 0.02
for name, (energy, velocity) in dispersions.items():
    window = expit((1 + bias - energy) / thermal) - expit((1 - energy) / thermal)
    flow = trapezoid(velocity * window, k_grid) / (2 * np.pi)
    ratio = flow / (bias / (2 * np.pi))
    assert abs(ratio - 1) < 1e-6
    print(f"mode current / (2e/h)(mu_L-mu_R), {name} band = {ratio:.6f}")

# --- Single-mode chain with one impurity and two weak voltage probes ---
WAVENUMBER = np.pi / 5
N_SITES, CENTRE = 61, 30


def chain_with_probes(impurity, sites_a, sites_b, coupling=1e-6):
    """Return mu_A, mu_B and current for probes that draw no net current."""
    hamiltonian = -np.eye(N_SITES, k=1) - np.eye(N_SITES, k=-1)
    hamiltonian = hamiltonian.astype(complex)
    hamiltonian[CENTRE, CENTRE] += impurity
    widths = np.zeros((4, N_SITES))          # rows: left, right, probe A, probe B
    widths[0, 0] = widths[1, -1] = 2 * np.sin(WAVENUMBER)
    widths[2, sites_a] = coupling
    widths[3, sites_b] = coupling
    hamiltonian[0, 0] -= np.cos(WAVENUMBER)
    hamiltonian[-1, -1] -= np.cos(WAVENUMBER)
    hamiltonian -= 0.5j * np.diag(widths.sum(axis=0))
    energy = -2 * np.cos(WAVENUMBER)
    green = np.linalg.inv(energy * np.eye(N_SITES) - hamiltonian)
    trans = widths @ np.abs(green)**2 @ widths.T
    np.fill_diagonal(trans, 0)
    balance = np.diag(trans[2:].sum(axis=1)) - trans[2:, 2:]
    mu_a, mu_b = np.linalg.solve(balance, trans[2:, 0])
    current = trans[0, 1] + trans[0, 2] * (1 - mu_a) + trans[0, 3] * (1 - mu_b)
    return mu_a, mu_b, current


wide_a, wide_b = np.arange(5, 25), np.arange(36, 56)   # whole interference periods
mu_a0, mu_b0, current0 = chain_with_probes(0.0, wide_a, wide_b)
assert abs(1 / current0 - 1) < 1e-4
assert abs(mu_a0 - mu_b0) < 1e-4 and abs(mu_a0 - 0.5) < 1e-4
print(f"perfect chain: two-terminal R = {R_UNIT / current0:.1f} ohm")
print(f"perfect chain: probe levels mu_A = {mu_a0:.4f}, mu_B = {mu_b0:.4f}")

IMPURITY = 1.0
T = 1 / (1 + (IMPURITY / (2 * np.sin(WAVENUMBER)))**2)
mu_a, mu_b, current = chain_with_probes(IMPURITY, wide_a, wide_b)
r_two, r_four = 1 / current, (mu_a - mu_b) / current
assert abs(current - T) < 1e-4
assert abs(mu_a - (1 - T / 2)) < 1e-4 and abs(mu_b - T / 2) < 1e-4
assert abs(r_four - (1 - T) / T) < 1e-4
assert abs(r_two - r_four - 1) < 1e-4
print(f"impurity strength = {IMPURITY:.1f} t, wavenumber = {WAVENUMBER:.4f} per site")
print(f"impurity transmission T = {T:.4f} (formula), {current:.4f} (Green function)")
print(f"impurity: two-terminal R = {r_two * R_UNIT:.1f} ohm")
print(f"impurity: extended-probe R = {r_four * R_UNIT:.1f} ohm")
print(f"impurity: contact part = {(r_two - r_four) * R_UNIT:.1f} ohm")
print(f"impurity: probe levels mu_A = {mu_a:.4f}, mu_B = {mu_b:.4f}")
print(f"drops at 1 mV: left contact {1e3 * (1 - mu_a):.1f} microvolt, "
      f"scatterer {1e3 * (mu_a - mu_b):.1f} microvolt, "
      f"right contact {1e3 * mu_b:.1f} microvolt")

# Point probes at mirror positions see the interference pattern.
point_readings = []
for distance in range(6, 16):
    level_a, level_b, flow = chain_with_probes(
        IMPURITY, [CENTRE - distance], [CENTRE + distance])
    assert abs(level_a - 0.5) <= np.sqrt(1 - T) / 2 + 1e-4
    point_readings.append((level_a - level_b) / flow)
assert min(point_readings) < 0 < (1 - T) / T < max(point_readings)
print(f"point-probe R ranges from {min(point_readings) * R_UNIT:.1f} "
      f"to {max(point_readings) * R_UNIT:.1f} ohm")

# --- Two equal scatterers: average the coherent transmission over the phase ---
phases = np.linspace(0, 2 * np.pi, 4000, endpoint=False)
T_pair = np.mean(T**2 / np.abs(1 - (1 - T) * np.exp(1j * phases))**2)
assert abs((1 - T_pair) / T_pair - 2 * (1 - T) / T) < 1e-9
print(f"two impurities: phase-averaged transmission = {T_pair:.4f}")
print(f"two impurities: two-terminal R = {R_UNIT / T_pair:.1f} ohm")
print(f"twice the one-impurity two-terminal R = {2 * R_UNIT / T:.1f} ohm")

# --- Unequal transmissions: random unitary scattering matrix with three modes ---
rng = np.random.default_rng(7)
modes = 3
raw = rng.normal(size=(6, 6)) + 1j * rng.normal(size=(6, 6))
scattering = np.linalg.qr(raw)[0]
incoming = np.array([1.0] * modes + [0.0] * modes)
outgoing = np.abs(scattering)**2 @ incoming
level_left = np.mean(np.r_[incoming[:modes], outgoing[:modes]])
level_right = np.mean(np.r_[incoming[modes:], outgoing[modes:]])
r_scatterer = (level_left - level_right) / outgoing[modes:].sum()
reverse_block = scattering[:modes, modes:]
T_mean = np.trace(reverse_block.conj().T @ reverse_block).real / modes
assert abs(r_scatterer - (1 - T_mean) / (modes * T_mean)) < 1e-10
print(f"random 3-mode scatterer: mean T = {T_mean:.4f}, "
      f"scatterer R = {r_scatterer * R_UNIT:.1f} ohm")

# --- Smooth constriction in a wide strip, lattice Green function ---
WIDTH, FERMI, OMEGA, TAPER = 31, 0.5, 0.25, 60
y = np.arange(WIDTH) - (WIDTH - 1) / 2
strip = 4 * np.eye(WIDTH) - np.eye(WIDTH, k=1) - np.eye(WIDTH, k=-1)
levels, shapes = np.linalg.eigh(strip)
offset = (FERMI - levels).astype(complex)
root = np.where(np.abs(offset) < 2, -1j * np.sqrt(4 - offset**2),
                np.sqrt(offset**2 - 4))
lead_sigma = (shapes * ((offset + root) / 2)) @ shapes.T
lead_gamma = 1j * (lead_sigma - lead_sigma.conj().T)


def strip_transmission(profile, barrier=0.0):
    """Total transmission; profile scales the confinement frequency per slice."""
    sigma, through = lead_sigma, None
    for index, scale in enumerate(profile):
        slice_h = strip + np.diag((OMEGA * scale * y)**2 / 4)
        if index == len(profile) // 2:
            slice_h = slice_h + barrier * np.eye(WIDTH)
        if index == len(profile) - 1:
            slice_h = slice_h + lead_sigma
        green = np.linalg.inv(FERMI * np.eye(WIDTH) - slice_h - sigma)
        through = green if through is None else -through @ green
        sigma = green
    return np.trace(lead_gamma @ through @ lead_gamma @ through.conj().T).real


ramp = np.sin(np.pi / 2 * (np.arange(TAPER) + 0.5) / TAPER)**2


def wire_profile(length):
    return np.r_[ramp, np.ones(length), ramp[::-1]]


wire_levels = np.linalg.eigvalsh(strip + np.diag((OMEGA * y)**2 / 4))
open_wire = wire_levels[np.abs(FERMI - wire_levels) < 2]
M = len(open_wire)
M_wide = int(np.sum(np.abs(FERMI - levels) < 2))
total_wide = strip_transmission(np.zeros(100))
assert abs(total_wide - M_wide) < 1e-6 and M_wide > M > 1
print(f"open modes: wide strip {M_wide}, wire M = {M}")
print(f"total transmission without constriction = {total_wide:.4f}")
for length in (20, 120):
    total = strip_transmission(wire_profile(length))
    assert abs(total - M) < 5e-3
    print(f"constriction, straight part {length} sites: total transmission = "
          f"{total:.4f}, R = {R_UNIT / total:.1f} ohm")
print(f"h/(2e^2 M) for this wire = {R_UNIT / M:.1f} ohm")

BARRIER = 0.5
wave_numbers = np.arccos((open_wire - FERMI) / 2)
T_modes = 1 / (1 + (BARRIER / (2 * np.sin(wave_numbers)))**2)
total_barrier = strip_transmission(wire_profile(120), BARRIER)
# Tolerance allows for weak residual reflection at the tapers.
assert abs(total_barrier - T_modes.sum()) < 2e-2
print(f"barrier strength in wire = {BARRIER:.1f} t")
print("barrier transmissions by mode = " + ", ".join(f"{v:.4f}" for v in T_modes))
print(f"barrier total transmission = {T_modes.sum():.4f} (mode formula), "
      f"{total_barrier:.4f} (lattice)")
print(f"barrier: two-terminal R = {R_UNIT / total_barrier:.1f} ohm")
print(f"barrier: scatterer part = {R_UNIT * (1 / total_barrier - 1 / M):.1f} ohm")

# --- Heat delivered to the reservoirs by the perfect M-mode wire ---
voltage, temperature = 1e-3, 1.0
kt_volt = const.k * temperature / const.e
energy = np.linspace(-0.01, 0.011, 40001)          # in volts, mu_R = 0
window = expit((voltage - energy) / kt_volt) - expit(-energy / kt_volt)
heat_right = M / R_UNIT * trapezoid(energy * window, energy)
heat_left = M / R_UNIT * trapezoid((voltage - energy) * window, energy)
wire_current = M / R_UNIT * voltage
for heat in (heat_left, heat_right):
    assert abs(heat / (wire_current * voltage / 2) - 1) < 1e-6
print(f"perfect wire at {1e3 * voltage:.1f} mV, {temperature:.1f} K: "
      f"current = {1e9 * wire_current:.2f} nA")
print(f"heat: left reservoir {1e12 * heat_left:.2f} pW, "
      f"right reservoir {1e12 * heat_right:.2f} pW")
print(f"total power IV = {1e12 * wire_current * voltage:.2f} pW")
print("PASS")
```

Printed output:

```
h/(2e^2) = 12906.40 ohm
2e^2/h = 77.4809 microsiemens
mode current / (2e/h)(mu_L-mu_R), parabolic band = 1.000000
mode current / (2e/h)(mu_L-mu_R), cosine band = 1.000000
mode current / (2e/h)(mu_L-mu_R), hyperbolic band = 1.000000
perfect chain: two-terminal R = 12906.6 ohm
perfect chain: probe levels mu_A = 0.5000, mu_B = 0.5000
impurity strength = 1.0 t, wavenumber = 0.6283 per site
impurity transmission T = 0.5802 (formula), 0.5802 (Green function)
impurity: two-terminal R = 22245.8 ohm
impurity: extended-probe R = 9339.3 ohm
impurity: contact part = 12906.5 ohm
impurity: probe levels mu_A = 0.7099, mu_B = 0.2901
drops at 1 mV: left contact 290.1 microvolt, scatterer 419.8 microvolt, right contact 290.1 microvolt
point-probe R ranges from -9948.5 to 14326.2 ohm
two impurities: phase-averaged transmission = 0.4086
two impurities: two-terminal R = 31584.7 ohm
twice the one-impurity two-terminal R = 44491.1 ohm
random 3-mode scatterer: mean T = 0.5481, scatterer R = 3547.6 ohm
open modes: wide strip 7, wire M = 2
total transmission without constriction = 7.0000
constriction, straight part 20 sites: total transmission = 2.0000, R = 6453.2 ohm
constriction, straight part 120 sites: total transmission = 2.0000, R = 6453.2 ohm
h/(2e^2 M) for this wire = 6453.2 ohm
barrier strength in wire = 0.5 t
barrier transmissions by mode = 0.8450, 0.6680
barrier total transmission = 1.5129 (mode formula), 1.5104 (lattice)
barrier: two-terminal R = 8545.2 ohm
barrier: scatterer part = 2092.0 ohm
perfect wire at 1.0 mV, 1.0 K: current = 154.96 nA
heat: left reservoir 77.48 pW, right reservoir 77.48 pW
total power IV = 154.96 pW
PASS
```
